# Bond counting of silicon oxidation states at abrupt oxide interfaces

## Problem

A silicon crystal with cubic lattice parameter $a = 0.5431$ nm carries a thin oxide. Model the boundary between them as follows.

- A flat plane cuts the crystal between two atomic layers. Silicon atoms below the plane keep their crystal positions and form the substrate; everything above it is oxide.
- Every Si–Si bond cut by the plane is replaced by a bond from the substrate atom to an oxygen atom. No other bond of the substrate takes oxygen.
- All silicon in the oxide has four oxygen neighbours.
- The interface is unreconstructed: substrate atoms form no new bonds with each other. There are no dangling bonds, no hydrogen and no Si=O groups.

Write Si$^{q+}$ for a silicon atom with $q$ oxygen neighbours. The number $q$ is a formal oxidation state, not the charge on the atom. The states $q=1,2,3$ are called intermediate.

**(a)** Show that the only intermediate state at a (001) interface is Si$^{2+}$, whereas a (111) interface contains either only Si$^{1+}$ or only Si$^{3+}$, depending on where the plane lies. What changes if the cut bonds are left as Si–Si bonds and oxygen enters only the bonds above them?

**(b)** Find the number of interface atoms and of cut bonds per area. Check the cut-bond densities by averaging over the height of the plane.

**(c)** The oxide is 1.0 nm thick, with a density of 2.2 g/cm³. Compare the amount of intermediate silicon with the amount of Si$^{4+}$ in the film.

**(d)** Real interfaces have steps. Which states appear at the edges of a strip one atomic layer high on (001), and where the two kinds of (111) cut meet?

**(e)** Suppose that each bond between the first and second substrate layers of a (001) interface is oxidised independently with probability $p=0.10$. Find the new populations.

**(f)** Can the oxide supply a separate link for every cut bond? Treat it as an isotropic network with Si–O length 0.161 nm and Si–O–Si angle 144°. Does the answer alter the counting in (a)?

## Solution

### (a) Counting the upward bonds

The diamond structure has two sublattices. Atoms A sit on the points of a face-centred cubic lattice, and atoms B are displaced from them by $(a/4)(1,1,1)$. The four bonds leaving an A atom are

$$
\begin{aligned}
\mathbf b_1&=\tfrac a4(1,1,1), & \mathbf b_2&=\tfrac a4(1,-1,-1),\\
\mathbf b_3&=\tfrac a4(-1,1,-1), & \mathbf b_4&=\tfrac a4(-1,-1,1).
\end{aligned}
$$

Each ends on a B atom, because it differs from $\mathbf b_1$ by a lattice vector; for instance $\mathbf b_2-\mathbf b_1=-\tfrac a2(0,1,1)$. A bond seen from its other end has the opposite direction, so the bonds leaving a B atom are $-\mathbf b_i$.

Let $\mathbf n$ be the unit normal pointing from the substrate into the oxide. The height gained along a bond from A is $h_i=\mathbf b_i\cdot\mathbf n$; from B it is $-h_i$.

**The (001) face.** With $\mathbf n=(0,0,1)$, the height is the third component:

$$
h_1=h_4=+\frac a4,\qquad h_2=h_3=-\frac a4 .
$$

An A atom has two bonds up and two down. Reversing all signs leaves this division unchanged, so a B atom also has two up and two down.

We must also know how many layers a bond spans. The A layers lie at multiples of $a/2$, and the B layers are shifted by $a/4$. Successive layers are therefore A, B, A, B, …, separated by $a/4=0.1358$ nm. This equals the height of every bond, so each bond joins adjacent layers.

A plane between two layers consequently cuts both upward bonds of each atom in the top substrate layer. It cuts no bond of any deeper atom, whose upper neighbours still belong to the substrate. Each top atom gains two oxygen neighbours and keeps two silicon neighbours: it is Si$^{2+}$. Deeper atoms have $q=0$ and oxide atoms have $q=4$. Since both sublattices give the same result, the height of the plane does not matter.

**The (111) face.** With $\mathbf n=(1,1,1)/\sqrt3$,

$$
h_1=\frac{a}{4}\,\frac{3}{\sqrt3}=\frac{\sqrt3\,a}{4},
\qquad
h_2=h_3=h_4=\frac a4\,\frac{1-1-1}{\sqrt3}=-\frac{\sqrt3\,a}{12}.
$$

An A atom has one long step up and three short steps down. A B atom has three short steps up and one long step down.

For the layer sequence, write an A position as $\tfrac a2(n_1,n_2,n_3)$, where the integers have an even sum $2m$. Its height is $\tfrac a2\,(2m)/\sqrt3=ma/\sqrt3$, so A layers repeat every $a/\sqrt3=\sqrt3a/3$. The B layer lies $\sqrt3a/4$ above an A layer. The distance left to the next A layer is

$$
\frac{\sqrt3\,a}{3}-\frac{\sqrt3\,a}{4}=\frac{\sqrt3\,a}{12}.
$$

Going upwards, a wide gap of 0.2352 nm from A to B alternates with a narrow gap of 0.0784 nm from B to A. The two layers on either side of a narrow gap form a double layer. The bond heights again equal the gaps, so each bond joins adjacent layers. There are two possible cuts:

- In the wide gap, the top substrate atoms are A. Each loses its one upward bond and becomes Si$^{1+}$.
- In the narrow gap, the top substrate atoms are B. Each loses its three upward bonds and becomes Si$^{3+}$.

Neither cut produces Si$^{2+}$. Advancing the plane by one atomic layer switches between the two states; advancing it by a whole double layer restores the original state.

**The other convention.** Suppose now that the cut bonds stay Si–Si and oxygen enters only bonds with both ends above the plane. Every substrate atom then has $q=0$. The intermediate atoms are the first ones above the plane, and an atom there with $m$ downward bonds has $q=4-m$.

On (001), $m=2$ and the result is still Si$^{2+}$. Above the wide (111) gap lies a B atom with $m=1$, giving Si$^{3+}$. Above the narrow gap lies an A atom with $m=3$, giving Si$^{1+}$. The two (111) answers are exchanged. A statement about the cutting plane therefore needs to say whether the cut bonds themselves are oxidised. Below, they are.

### (b) Areal densities

The cubic cell contains eight atoms, so the atomic density is $n=8/a^3$. The density of one layer is $n$ times the thickness of crystal per layer. On (001) that thickness is $a/4$:

$$
\sigma_{001}=\frac{8}{a^3}\,\frac a4=\frac{2}{a^2}=6.78\times10^{14}\ \text{cm}^{-2}.
$$

On (111), two equally dense layers share the repeat distance $\sqrt3a/3$, so the thickness per layer is $\sqrt3a/6$:

$$
\sigma_{111}=\frac{8}{a^3}\,\frac{\sqrt3\,a}{6}=\frac{4}{\sqrt3\,a^2}=7.83\times10^{14}\ \text{cm}^{-2}.
$$

Multiplying by $q$ gives the density $N_{\text{cut}}$ of cut bonds:

| Cut | $q$ | $N_{\text{cut}}$ (cm⁻²) |
|---|---:|---:|
| (001) | 2 | $1.356\times10^{15}$ |
| (111), wide gap | 1 | $7.83\times10^{14}$ |
| (111), narrow gap | 3 | $2.349\times10^{15}$ |

These values can be checked without using layers. Each bond has one A end, and there are $n/2$ A atoms per volume. A bond of height $|h_i|$ is cut when its A end lies within a slab of thickness $|h_i|$ on the appropriate side of the plane. Averaged over all plane heights,

$$
\langle N_{\text{cut}}\rangle=\frac n2\sum_{i=1}^{4}|h_i| .
$$

For (001), the sum is $4(a/4)=a$, so the average is $na/2=4/a^2$. This equals $2\sigma_{001}$, as it must when every height gives the same count.

For (111), the sum is

$$
\frac{\sqrt3a}{4}+3\,\frac{\sqrt3a}{12}=\frac{\sqrt3a}{2},
\qquad
\langle N_{\text{cut}}\rangle=\frac{4}{a^3}\,\frac{\sqrt3a}{2}=\frac{2\sqrt3}{a^2}.
$$

From the layer picture, a plane at a uniformly random height falls in the wide gap with probability $(\sqrt3a/4)/(\sqrt3a/3)=3/4$, and in the narrow gap with probability $1/4$. Hence

$$
\langle N_{\text{cut}}\rangle=\left(\frac34\cdot1+\frac14\cdot3\right)\sigma_{111}
=\frac32\,\frac{4}{\sqrt3a^2}=\frac{2\sqrt3}{a^2},
$$

in agreement, with the value $1.174\times10^{15}$ cm⁻². The weight $3/4$ describes a randomly placed geometric plane. It does not predict which termination oxidation produces, since that depends on energies and reaction rates.

A direct numerical count agrees with these results: neighbours were found from interatomic distances alone, and the plane was placed at 1000 heights per face. It found $q=2$ throughout on (001), and $q=1$ or $q=3$ on (111), with a share of 0.750 for $q=1$.

### (c) Intermediate silicon in a 1.0 nm film

One formula unit of SiO$_2$ contains one silicon atom. With density $\rho$, molar mass $M$ and Avogadro constant $N_A$, the silicon density of the oxide is

$$
n_{\text{ox}}=\frac{\rho N_A}{M}=2.205\times10^{22}\ \text{cm}^{-3}.
$$

A thickness $t=1.0\ \text{nm}=10^{-7}$ cm contains $n_{\text{ox}}t=2.21\times10^{15}$ Si$^{4+}$ atoms per cm². The ratios are

$$
\frac{\sigma_{001}}{n_{\text{ox}}t}=0.31,
\qquad
\frac{\sigma_{111}}{n_{\text{ox}}t}=0.36 .
$$

A single atomic layer at the interface is thus a substantial fraction of so thin a film. At fixed oxide density, the ratio falls as $1/t$. These are ratios of atom numbers. A photoemission intensity ratio would also have to include the attenuation of electrons on their way out.

### (d) Steps

**A strip on (001).** Place an extra substrate layer on part of the surface, with each of its atoms supported by both lower neighbours. Two bonds of such an atom end on substrate silicon, leaving at most two for oxygen. The same holds for the terrace below. These steps therefore cannot produce Si$^{3+}$; that would require an overhang or an oxidised back bond.

Whether Si$^{1+}$ appears depends on the edge direction. The two upward bonds of a lower-terrace atom lie in one vertical plane, which contains either $[110]$ or $[1\bar10]$.

- If the edge runs parallel to that plane, both upper neighbours lie in the same row of the strip. They are both present or both absent, so $q=0$ or $q=2$.
- If the edge runs perpendicular to it, the upper neighbours lie in two adjacent rows. Along each edge, one row of lower atoms has one neighbour present and one absent. These atoms are Si$^{1+}$.

For the perpendicular case, let the pattern repeat after $N$ rows, of which $M$ carry the strip. The strip contributes $M$ rows of Si$^{2+}$. In the layer beneath it, $M-1$ rows are fully covered, two are half covered, and $N-M-1$ are exposed. The number of interface rows is

$$
M+2+(N-M-1)=N+1,
$$

and the Si$^{1+}$ share is $2/(N+1)$. For $N=26$, a period of 9.98 nm, this is $2/27=7.4\,\%$. For the other edge direction it is zero.

**Two kinds of cut on (111).** Start from the wide-gap cut, whose top layer is A. Give $M$ adjacent close-packed rows out of every $N$ to the oxide. This exposes B atoms, each of which had three A neighbours above it: one in the row on one side and two in the row on the other.

The removed rows touch $M+1$ rows of B atoms. The inner $M-1$ rows lose all three upper neighbours and become Si$^{3+}$. At one boundary a B row loses one neighbour and becomes Si$^{1+}$; at the other it loses two and becomes Si$^{2+}$. The $N-M$ remaining A rows are Si$^{1+}$. The populations, in rows, are

$$
\text{Si}^{1+}:N-M+1,\qquad \text{Si}^{2+}:1,\qquad \text{Si}^{3+}:M-1,
$$

with a total of $N+1$. For $N=30$ and $M=15$, again a period of 9.98 nm, the numbers are 16, 1 and 14 out of 31, or 51.6 %, 3.2 % and 45.2 %. In this pattern Si$^{2+}$ marks only one of the two boundaries between regions, while the regions themselves keep the states found in (a). Edges in other directions can give a different mix of Si$^{1+}$ and Si$^{2+}$ at each boundary.

### (e) Oxidised back bonds

A top-layer (001) atom starts with $q=2$ and has two back bonds, each oxidised with probability $p$. It remains Si$^{2+}$ with probability $(1-p)^2$, becomes Si$^{3+}$ with probability $2p(1-p)$, and becomes Si$^{4+}$ with probability $p^2$.

The inserted oxygen also touches the second layer. An atom there starts with $q=0$ and has two upward bonds, so it becomes Si$^{1+}$ with probability $2p(1-p)$ and Si$^{2+}$ with probability $p^2$. Both layers have the same areal density, so the populations per top-layer site are

$$
\begin{aligned}
P_1&=2p(1-p)=0.18,\\
P_2&=(1-p)^2+p^2=0.82,\\
P_3&=2p(1-p)=0.18.
\end{aligned}
$$

Their sum exceeds one because two layers now contribute. For small $p$, both new populations grow as $2p$, so a small departure from abruptness has a visible effect. The equality $P_1=P_3$ belongs to this model of independent insertion into one layer of bonds; it is not a general property of rough interfaces.

### (f) Fitting the oxide to the cut bonds

In the oxide, neighbouring silicon atoms are linked through one oxygen. With Si–O length $d$ and Si–O–Si angle $\varphi$, the two silicon atoms and the oxygen form an isosceles triangle, so their separation is

$$
L=2d\sin\frac{\varphi}{2}=2(0.161\ \text{nm})\sin72^\circ=0.306\ \text{nm}.
$$

Each silicon atom has four links, each shared by two atoms, so there are $2n_{\text{ox}}$ links per volume. A link at angle $\theta$ to the normal crosses a given plane if its midpoint lies in a slab of thickness $L|\cos\theta|$ centred on the plane. For isotropic directions $u=|\cos\theta|$ is uniformly distributed from 0 to 1, and its mean is $\int_0^1u\,du=1/2$. The number of links crossing the plane per area is

$$
N_{\text{ox}}=2n_{\text{ox}}\,\frac L2=n_{\text{ox}}L=6.75\times10^{14}\ \text{cm}^{-2}.
$$

This is less than $N_{\text{cut}}$ for all three cuts. In this estimate, the fraction of cut bonds left without a link into the oxide is $1-N_{\text{ox}}/N_{\text{cut}}$:

- (001): 50 %
- (111), wide gap: 14 %
- (111), narrow gap: 71 %

The wide-gap figure is the least secure. With the same $L$, its surplus would vanish at an oxide density of 2.55 g/cm³, and a network that is not isotropic could also change it. Anisotropy affects the other two figures as well, because $N_{\text{ox}}$ is an average over directions and heights, not an upper bound. A diamond-type silicon network of the same density (as in ideal cristobalite, cubic parameter 0.713 nm) has, by the counting of (b), $7.9\times10^{14}$ links per cm² across its (001) planes and $4.5\times10^{14}$ or $13.6\times10^{14}$ across its two (111) cuts. The last number is as large as $N_{\text{cut}}$ on silicon (001), although equal densities do not mean that the two lattices fit.

Dangling bonds are excluded. If, in addition, every oxygen atom binds exactly two silicon atoms, then, within the isotropic estimate, the surplus bonds must be joined in pairs by oxygen atoms that bridge two interface silicon atoms. Such an oxygen uses two cut bonds and provides no link into the oxide.

Bridging does not alter the counting in (a), provided that the cut bonds of any one atom end on different oxygen atoms. An interface atom counts its oxygen neighbours, whatever lies beyond them. On (001) the ideal lattice even suggests which cut bonds could share an oxygen: two of them point to each of the first missing silicon sites above the plane. At the wide (111) gap only one cut bond points to each such site, and at the narrow gap three do. 
This argument concerns connections, not positions. On all three cuts, neighbouring atoms of the top layer are $a/\sqrt2=0.384$ nm apart, whereas two Si–O bonds of 0.161 nm span at most 0.322 nm. Bridges with bonds of this length therefore cannot form while the substrate atoms stay exactly at their crystal positions: the atoms must move closer together, or the bonds must stretch. The cut bonds must also bend towards each other. For a 144° bridge the bend is about 17° on (001) and at the narrow gap, but 72° at the wide gap, where the cut bonds point along the normal, so bridging is an unlikely remedy there. The values of $q$ survive such displacements as long as no bond is broken or formed, but the strain they cause is not calculated here.

### Comparison with real interfaces

The film thickness is in the range of ultrathin oxides on silicon, and the density, bond length and angle are rough typical values for amorphous SiO$_2$. The density close to the interface may differ, which would change the ratios in (c) and the fractions in (f), but not the values of $q$ in (a).

Photoemission from thermally oxidised (001) silicon shows all three intermediate states, so the ideal abrupt model is not a complete description of that interface. Part (e) shows how little is needed to produce the other states: oxidising 10 % of the back bonds raises Si$^{1+}$ and Si$^{3+}$ from zero to 0.18 per site each. That model is only an illustration: it gives $P_1=P_3$ and $P_2-P_3=(1-2p)^2\ge0$ for every $p$, so it cannot describe an interface with more Si$^{3+}$ than Si$^{2+}$, or with unequal amounts of Si$^{1+}$ and Si$^{3+}$. The steps in (d), with a period near 10 nm, supply at most 7.4 % Si$^{1+}$ for the two edge directions considered, and no Si$^{3+}$.

Reconstruction would matter as well. If each top (001) atom kept one bond to a neighbour in a dimer, it would have two back bonds, one dimer bond and one bond left for oxygen, and would be Si$^{1+}$. A flat cut on a higher-index face such as (113) already gives Si$^{1+}$ and Si$^{2+}$ together. On (001) or (111), however, observing several states shows that at least one assumption of the ideal model fails, but the list of states alone does not identify which one.

## Computed values

```
lattice parameter a = 0.5431 nm
(001) upward bonds, sublattices A and B: 2 and 2
(111) upward bonds, sublattices A and B: 1 and 3
(001) layer gap = 0.1358 nm
(111) narrow gap = 0.0784 nm, wide = 0.2352 nm
plane heights tried per face = 1000
(001) oxygen neighbours found: [2]
(111) oxygen neighbours found: [1, 3]
(111) share of heights giving Si1+ = 0.750
(001) interface atoms = 6.781e+14 cm^-2
(111) interface atoms = 7.830e+14 cm^-2
(001) cut bonds = 1.356e+15 cm^-2
(111) wide cut bonds = 7.830e+14 cm^-2
(111) narrow cut bonds = 2.349e+15 cm^-2
(001) height-averaged cut bonds: count 1.356e+15, formula 1.356e+15 cm^-2
(001) relative density shift, larger cell = 0.0e+00
(111) height-averaged cut bonds: count 1.174e+15, formula 1.174e+15 cm^-2
(111) relative density shift, larger cell = 1.1e-16
(001) Si2+ cut: first atom above has 2 cut bonds; if these stayed Si-Si it would be Si2+
(111) Si1+ cut: first atom above has 1 cut bonds; if these stayed Si-Si it would be Si3+
(111) Si3+ cut: first atom above has 3 cut bonds; if these stayed Si-Si it would be Si1+
(001) step pattern: period 9.98 nm, 26 rows, strip 13
  Si1+ share, two edge directions = 0.0 % and 7.4 %
(111) mixed cut: period 9.98 nm, 30 rows, 15 removed
  shares Si1+, Si2+, Si3+ = 51.6, 3.2, 45.2 %
back-bond oxidation p = 0.10, per top-layer (001) site:
  formula Si1+, Si2+, Si3+ = 0.180, 0.820, 0.180
  sampled Si1+, Si2+, Si3+ = 0.180, 0.821, 0.177
oxide inputs (rough): 2.2 g/cm^3, Si-O 0.161 nm, angle 144 deg
oxide silicon density = 2.205e+22 cm^-3
Si-Si distance across one oxygen = 0.306 nm
links offered by isotropic oxide = 6.75e+14 cm^-2
random-rod crossing share = 0.0500, formula 0.0500
(001) cut bonds that must end in bridges = 50 %
(111) wide cut bonds that must end in bridges = 14 %
(111) narrow cut bonds that must end in bridges = 71 %
Si4+ in a 1.0 nm oxide = 2.21e+15 cm^-2
interface Si / oxide Si4+: (001) 0.31, (111) 0.36
```
